# Quadrature Points, Bloch Phases and the Nonlocal Energy under Twisted Boundary Conditions

**Setting.** A quantum Monte Carlo calculation uses a periodic cell with lattice vectors $\mathbf L$ and a trial function $\Psi(\mathbf r_1,\dots,\mathbf r_N)$, a Bloch determinant times a Jastrow factor. The orbitals share a real twist $\mathbf k$,
$$\phi_a(\mathbf r+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\phi_a(\mathbf r),$$
and the Jastrow factor is real and periodic in each electron coordinate. Each ion, at $\mathbf R_I$ and at its periodic images, carries a semilocal pseudopotential with real, bounded radial functions $v_l(r)$ that vanish for $r>r_c$. The algebra is in atomic units; numbers are in eV and angstrom.

## (a) The nonlocal local energy

**Write the contribution of one electron near one ion to $(\hat V_{\rm NL}\Psi)/\Psi$ as an angular integral.**

**Solution.** Let the electron be at $\mathbf r=\mathbf R_I+r\mathbf n$, with $\mathbf n$ a unit vector. The other electrons stay fixed and are not written. The operator projects the angular dependence about the ion onto each $l$ and multiplies by $v_l$:
$$(\hat V\Psi)(\mathbf r)=\sum_l v_l(r)\sum_m Y_{lm}(\mathbf n)\int d\mathbf n'\,Y^*_{lm}(\mathbf n')\,\Psi(\mathbf R_I+r\mathbf n').$$
The addition theorem, $\sum_mY_{lm}(\mathbf n)Y^*_{lm}(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n')$, gives after division by $\Psi(\mathbf r)$
$$\frac{\hat V\Psi}{\Psi}(\mathbf r)=\sum_l v_l(r)\frac{2l+1}{4\pi}\int d\mathbf n'\,P_l(\mathbf n\cdot\mathbf n')\,\frac{\Psi(\mathbf r')}{\Psi(\mathbf r)},\qquad \mathbf r'=\mathbf R_I+r\mathbf n'. \tag{1}$$
The electron is moved over the sphere through its present position. In practice the integral becomes a sum over directions $\mathbf n_q$ with weights $w_q$, where $\sum_qw_q=4\pi$.

## (b) A point outside the cell

**A quadrature point $\mathbf r'=\mathbf s'+\mathbf L$ lies outside the cell and is folded back to $\mathbf s'$, where $\Psi$ is evaluated. How is the ratio in (1) recovered?**

**Solution.** Moving one electron changes one row of the determinant. At $\mathbf s'+\mathbf L$ each entry of that row is $e^{i\mathbf k\cdot\mathbf L}\phi_a(\mathbf s')$. A determinant is linear in each row, so the common factor comes out once; the Jastrow factor is unchanged. Hence
$$\frac{\Psi(\mathbf r')}{\Psi(\mathbf r)}=e^{i\mathbf k\cdot\mathbf L}\,\frac{\Psi(\mathbf s')}{\Psi(\mathbf r)}. \tag{2}$$
The phase belongs to the value of $\Psi$, while $P_l(\mathbf n\cdot\mathbf n')$ keeps the unfolded direction. If the electron itself is stored at $\mathbf s=\mathbf r-\mathbf M$, with $\mathbf M$ a lattice vector, numerator and denominator each have a phase and the factor is $e^{i\mathbf k\cdot(\mathbf L-\mathbf M)}$.

Equation (2) is needed when $\Psi$ is evaluated at the folded point. If the orbitals are evaluated at $\mathbf r'$ itself, the phase is already there and must not be applied again. If $\mathbf k\cdot\mathbf L$ is a multiple of $2\pi$, the factor is 1; if it is an odd multiple of $\pi$, the factor is $-1$, so a sign can be needed even with real orbitals.

**One point in numbers.** Take a cubic cell of side $a=3$ Å, an ion at $(0.4,0.7,1.1)$ Å, and $\mathbf k=(2\pi/a)(0.3,0.2,0.1)$. The orbital is $\sum_{\mathbf G}c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ with $\mathbf G=(0,0,0),(-1,0,0),(0,-1,0),(0,0,-1)$ in units of $2\pi/a$ and coefficients $1,\,0.5i,\,0.3,\,0.2$. Let the lower $x$ wall of the cell pass through the ion.

An electron at $(0.7,1.1,1.1)$ Å has a quadrature point at $(0,1,1.1)$ Å, beyond the wall. It folds to $(3,1,1.1)$ Å, so $\mathbf L=(-3,0,0)$ Å and $\mathbf k\cdot\mathbf L=-108^\circ$. The ratio at the folded point is $-0.1351+0.5834i$, and
$$(-0.3090-0.9511i)(-0.1351+0.5834i)\approx0.597-0.052i,$$
which agrees with the ratio evaluated directly at the unfolded point.

## (c) The mean of the imaginary part

**The local energy (1) is complex in general. Find the mean of its imaginary part when configurations are drawn from $|\Psi|^2$ and the angular integral is exact.**

**Solution.** Write the operator for one electron as a kernel, summed over ions and their images:
$$V(\mathbf r,\mathbf r')=\sum_{I,\mathbf L'}\sum_l v_l(\rho)\frac{2l+1}{4\pi}P_l(\hat{\boldsymbol\rho}\cdot\hat{\boldsymbol\rho}')\frac{\delta(\rho-\rho')}{\rho^2},$$
with $\boldsymbol\rho=\mathbf r-\mathbf R_I-\mathbf L'$ and $\boldsymbol\rho'=\mathbf r'-\mathbf R_I-\mathbf L'$. The factor $\rho^{-2}$ cancels the volume element and returns (1). The kernel is real, symmetric, and unchanged when both arguments move by the same $\mathbf L$.

Now restrict both positions to the cell. By (2), $(\hat V\Psi)(\mathbf s)=\int_{\rm cell}K_{\mathbf k}(\mathbf s,\mathbf s')\Psi(\mathbf s')\,d^3s'$ with
$$K_{\mathbf k}(\mathbf s,\mathbf s')=\sum_{\mathbf L}V(\mathbf s,\mathbf s'+\mathbf L)\,e^{i\mathbf k\cdot\mathbf L}. \tag{3}$$
This kernel is Hermitian:
$$\begin{aligned}
K_{\mathbf k}(\mathbf s',\mathbf s)^*&=\sum_{\mathbf L}V(\mathbf s',\mathbf s+\mathbf L)e^{-i\mathbf k\cdot\mathbf L}&&\text{(}V\text{ real)}\\
&=\sum_{\mathbf L}V(\mathbf s'-\mathbf L,\mathbf s)e^{-i\mathbf k\cdot\mathbf L}&&\text{(translation)}\\
&=\sum_{\mathbf L}V(\mathbf s,\mathbf s'-\mathbf L)e^{-i\mathbf k\cdot\mathbf L}&&\text{(symmetry)}\\
&=K_{\mathbf k}(\mathbf s,\mathbf s')&&(\mathbf L\to-\mathbf L).
\end{aligned}$$

For fixed positions of the other electrons, the weighted local energy is
$$\int_{\rm cell}|\Psi|^2\,\frac{\hat V\Psi}{\Psi}\,d^3s=\iint_{\rm cell}\Psi^*(\mathbf s)K_{\mathbf k}(\mathbf s,\mathbf s')\Psi(\mathbf s')\,d^3s\,d^3s'. \tag{4}$$
Complex conjugation followed by exchange of the names $\mathbf s$ and $\mathbf s'$ returns the same expression, so it is real. Integrating over the other electrons, summing over all electrons and dividing by the real norm preserves this:
$$\Big\langle\operatorname{Im}\frac{\hat V_{\rm NL}\Psi}{\Psi}\Big\rangle_{|\Psi|^2}=0. \tag{5}$$

The nodes do no harm. The factor $|\Psi|^2$ cancels the $1/\Psi$ in the mean, and the second moment is $\int|\hat V_{\rm NL}\Psi|^2$ over the norm, which is finite for bounded $v_l$ and smooth $\Psi$.

Equation (5) is a statement about the mean. With $v_l(r)=A_l(1-r^2/r_c^2)^2$, $A_0=30$ eV, $A_1=10$ eV and $r_c=1$ Å, the electron of part (b) has local energy $17.08-1.72i$ eV. Other positions compensate its imaginary part.

## (d) What the zero mean can detect

**Suppose the phase in (2) is left out. Does the imaginary mean reveal it? What happens to the real energy if one cell wall, normal to $x$, cuts the ion's sphere?**

**Solution.** Take the electron and the quadrature points all folded into the same cell, as in (c). Without the phase, (3) becomes $K_{\mathbf 0}$, the same kernel at zero twist. The proof above holds for every real $\mathbf k$, including zero, so $K_{\mathbf 0}$ is Hermitian and the imaginary mean is still zero. The zero mean tests Hermiticity, and this wrong operator is Hermitian too. The common folding is essential: if $\Psi(\mathbf r)$ in the denominator is evaluated at an unfolded electron position while the quadrature points are folded without the phase, the operator is not Hermitian, and for the example with the wall through the ion the mean is $0.563+0.458i$ eV.

For the real part, consider one electron and split the sphere at the wall into "in" and "out", the latter at $x$ below the wall. With normalized $\Psi$ define
$$D=\langle{\rm in}|\hat V|{\rm in}\rangle+\langle{\rm out}|\hat V|{\rm out}\rangle,\qquad X=\langle{\rm in}|\hat V|{\rm out}\rangle.$$
Since $\hat V$ is Hermitian, the correct energy is
$$E=D+X+X^*=D+2\operatorname{Re}X.$$
A point $\mathbf r$ of the out part is stored at $\mathbf s=\mathbf r+a\hat{\mathbf x}$, where $\Psi(\mathbf s)=e^{i\theta}\Psi(\mathbf r)$ and $\theta=k_xa$. Using stored values without correction multiplies the whole out part by $e^{i\theta}$. This cancels in $D$, but not in the cross term:
$$E_{\text{no phase}}=D+2\operatorname{Re}(Xe^{i\theta}). \tag{6}$$

For the example, $\theta=108^\circ$. With the wall through the ion, $D=0.7367$ eV and $X=0.2178-0.0077i$ eV, so
$$E=0.7367+2(0.2178)=1.172\ \text{eV},$$
$$E_{\text{no phase}}=0.7367+2\,[0.2178(-0.3090)+0.0077(0.9511)]=0.617\ \text{eV}.$$
The omission removes 47% of the correct nonlocal energy.

The position of the wall is a convention and cannot affect a correct energy. Keeping $\Psi$ and the ion fixed and moving the wall a distance $d$ from the ion gives:

| $d$ (Å) | with phase (eV) | without (eV) |
|---|---|---|
| 0.00 | 1.1724 | 0.6167 |
| 0.25 | 1.1724 | 0.8710 |
| 0.50 | 1.1724 | 1.1051 |
| 0.75 | 1.1724 | 1.1700 |
| 1.00 | 1.1724 | 1.1724 |

At $d=r_c$ the out part is empty, $X=0$ and the error is gone. An ion deep inside the cell therefore cannot expose the missing phase, whereas moving the wall through its sphere can. In both columns the imaginary mean vanishes to numerical precision.

There is also a small-twist limit. Expanding (6),
$$E_{\text{no phase}}-E=-2\theta\operatorname{Im}X-\theta^2\operatorname{Re}X+O(\theta^3).$$
If $\mathbf k$ is along $x$ and $\Psi$ goes smoothly to a real function as $\theta\to0$, then $\operatorname{Im}X=O(\theta)$ and the error is of second order in $\theta$.

## (e) A finite angular rule

**Replace the integral by a finite set of directions, with all Bloch phases included. Is the imaginary mean still zero for a fixed orientation? For a random one?**

**Solution.** First keep the directions fixed in space. For one electron, average over its direction $\mathbf n$ at radius $r$. The partial wave of $\Psi$ about the ion is
$$\Psi_l(r\mathbf n_q)=\frac{2l+1}{4\pi}\int d\mathbf n\,P_l(\mathbf n\cdot\mathbf n_q)\Psi(\mathbf R_I+r\mathbf n).$$
The average contains the complex conjugate of this integral, so with normalized $\Psi$ the mean is
$$\bar E=\sum_l\int_0^{r_c}r^2v_l(r)\sum_qw_q\,\Psi_l^*(r\mathbf n_q)\,\Psi(\mathbf R_I+r\mathbf n_q)\,dr. \tag{7}$$
Insert $\Psi=\sum_{l'}\Psi_{l'}$. The terms $l'=l$ are real. A term $l'\ne l$ is a polynomial of degree at most $l+l'$ on the sphere. A rule exact through that degree gives its true integral, zero by orthogonality. Terms with $l+l'$ above the degree of the rule can survive, and for complex $\Psi$ they can be complex.

The four vertices of a tetrahedron integrate exactly through degree 2, and the six vertices of an octahedron through degree 3. Fixed in space, the tetrahedron along $(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)$ and the octahedron along the cell axes give imaginary means of $-1.7\times10^{-3}$ eV and $-1.3\times10^{-3}$ eV; size and sign depend on the orientation (the inverted tetrahedron gives $+3.5\times10^{-3}$ eV). Their real means, 1.1745 and 1.1726 eV, also differ from 1.1724 eV.

Now choose the orientation uniformly at random, independently of the electrons. Each direction $\mathbf n_q$ is then uniform on the sphere, so for any integrand $f$
$$\Big\langle\sum_qw_qf(\mathbf n_q)\Big\rangle_{\rm rot}=\sum_qw_q\int\frac{d\mathbf n'}{4\pi}f(\mathbf n')=\int d\mathbf n'f(\mathbf n').$$
The orientation average restores (1) for each electron configuration, and hence (5), whatever the degree of the rule. Numerically, averaging either rule over orientations returns 1.1724 eV with no imaginary part to rounding error. A rule of higher degree is still useful for reducing the scatter from one orientation to the next.

## (f) Another sampling distribution

**In fixed-phase projection the walkers follow $|\Psi||\Phi|$, where $\Phi$ has the phase of $\Psi$ but a different modulus. Does (5) still hold?**

**Solution.** Write $|\Phi|=g|\Psi|$ with $g$ real, non-negative and periodic. The weight is $g|\Psi|^2$ and the numerator of the mean is $\langle\Psi|g\hat V|\Psi\rangle$. Its complex conjugate is $\langle\Psi|\hat Vg|\Psi\rangle$, because both operators are Hermitian. Therefore
$$\operatorname{Im}\langle\Psi|g\hat V|\Psi\rangle=\frac1{2i}\langle\Psi|[g,\hat V]|\Psi\rangle. \tag{8}$$
A local potential commutes with $g$. A nonlocal one in general does not, since it connects points where $g$ differs. The mean is zero for constant $g$, which is the case of part (c), but it need not be zero otherwise.

A chosen weight shows this: $g=1+0.5\sin[2\pi(x-x_{\rm ion})/a]$ gives a mean of $1.1154-0.0048i$ eV. This $g$ is a counterexample, not the result of a projection. A nonzero imaginary mean in the mixed distribution is thus no proof of a coding error.

## (g) A reference without folding

**Derive the one-electron energy in reciprocal space, where no point is folded.**

**Solution.** Use plane waves $e^{i\mathbf K\cdot\mathbf r}/\sqrt{\Omega_c}$ with $\mathbf K=\mathbf k+\mathbf G$ and cell volume $\Omega_c$. About the ion,
$$e^{i\mathbf K'\cdot(\mathbf R_I+r\mathbf n')}=e^{i\mathbf K'\cdot\mathbf R_I}\sum_li^l(2l+1)j_l(K'r)P_l(\hat{\mathbf K}'\cdot\mathbf n').$$
The projector in (1) keeps one term, $i^l(2l+1)j_l(K'r)P_l(\hat{\mathbf K}'\cdot\mathbf n)$. Multiplying by the conjugate wave and integrating over $\mathbf n$ uses
$$\int d\mathbf n\,e^{-ir\mathbf K\cdot\mathbf n}P_l(\hat{\mathbf K}'\cdot\mathbf n)=4\pi(-i)^lj_l(Kr)P_l(\hat{\mathbf K}\cdot\hat{\mathbf K}').$$
Since $i^l(-i)^l=1$,
$$V_{\mathbf K\mathbf K'}=\frac{4\pi}{\Omega_c}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R_I}\sum_l(2l+1)P_l(\hat{\mathbf K}\cdot\hat{\mathbf K}')\int_0^{r_c}r^2v_l(r)j_l(Kr)j_l(K'r)\,dr. \tag{9}$$
With $E=\sum c^*_{\mathbf K}V_{\mathbf K\mathbf K'}c_{\mathbf K'}/\sum|c_{\mathbf K}|^2$, the example gives 1.1724 eV, or 0.04309 hartree. The folded calculation with the phase agrees with it to better than $10^{-7}$ eV at every wall position in part (d).

## (h) Two electrons

**Find the reference energy for a determinant of two non-orthogonal orbitals, and compare it with sampling.**

**Solution.** Let $S_{ab}=\langle\phi_a|\phi_b\rangle$ and $V_{ab}=\langle\phi_a|\hat V|\phi_b\rangle$. Orthonormal combinations $\tilde\phi_b=\sum_a\phi_aA_{ab}$ satisfy $A^\dagger SA=1$, so $AA^\dagger=S^{-1}$. They multiply the determinant by a constant, which drops out of the mean. For orthonormal orbitals the energy is the sum of orbital expectation values:
$$E=\operatorname{Tr}(A^\dagger VA)=\operatorname{Tr}(AA^\dagger V)=\operatorname{Tr}(S^{-1}V).$$

Add a second orbital with coefficients $0.2i,\,1,\,0.4,\,0.3i$, for two electrons of equal spin. The trace is 2.116 eV. Sampling $|\Psi|^2$ with randomly rotated octahedra and the wall through the ion gives $2.121\pm0.009$ eV, in agreement. The imaginary part has a root-mean-square size of about 0.7 eV per sample, yet its mean is $0.0017\pm0.0012$ eV, consistent with zero.

Next multiply the determinant by the Jastrow factor $\exp[-0.2\sum_\alpha\cos(2\pi(r_{1\alpha}-r_{2\alpha})/a)]$, with $\alpha=x,y,z$. The trace formula no longer applies, but (2) and (5) do:

- With the phase, the mean is $2.251\pm0.014$ eV and its imaginary part $-0.0026\pm0.0018$ eV.
- Without it, the mean is $1.065\pm0.007$ eV and its imaginary part $0.0055\pm0.0054$ eV.

Both imaginary means are consistent with zero, while on the same samples the real energy falls by $1.186\pm0.008$ eV. This is the blindness found in part (d), now for a correlated function. The full set of values is in the numerical output.

## Computed results

```
cell side 3.0 A, cutoff r_c 1.0 A
strengths A_0, A_1: 30.0, 10.0 eV
ion position (A): [0.4 0.7 1.1]
twist (units of 2 pi/a): [0.3 0.2 0.1]
G vectors (units of 2 pi/a): [[0, 0, 0], [-1, 0, 0], [0, -1, 0], [0, 0, -1]]
orbital 1 coefficients: [1. +0.j  0. +0.5j 0.3+0.j  0.2+0.j ]
orbital 2 coefficients: [0. +0.2j 1. +0.j  0.4+0.j  0. +0.3j]
phase angle for one x translation: 108.0 deg
demo electron (A): [0.7 1.1 1.1]
demo point (A): [0.  1.  1.1]
folded point (A): [3.  1.  1.1]  L (A): [-3.  0.  0.]
ratio at true point: 0.5966-0.0517j
ratio at folded point: -0.1351+0.5834j
Bloch factor exp(i k.L): -0.3090-0.9511j
demo local energy with phase: 17.0765-1.7223j eV
demo local energy without phase: 11.1729+3.3212j eV
plane-wave mean energy: 1.172433 eV = 0.043086 hartree
wall distance d (A); mean with phase; without phase (eV)
  0.00  1.172433  0.616734
  at d=0: D = 0.736748 eV, X = 0.217843-0.007686j eV
  0.25  1.172433  0.870987
  0.50  1.172433  1.105066
  0.75  1.172433  1.170027
  1.00  1.172433  1.172433
largest |Im mean| in the table: 9.0e-13 eV
fixed 4-point rule: Re 1.174525, Im -1.72e-03 eV
  orientation average: Re 1.172433 eV, |Im| 1.9e-16 eV
fixed 6-point rule: Re 1.172561, Im -1.30e-03 eV
  orientation average: Re 1.172433 eV, |Im| 1.4e-16 eV
mixed weight g = 1 + 0.5 sin(2 pi (x - x_ion)/a):
  mean Re 1.11544 eV, Im -0.00476 eV
two-electron determinant, plane waves: 2.11576 eV
Jastrow strength b = 0.0, samples 379739
  with phase: Re 2.1206 +- 0.0085 eV
              Im 0.0017 +- 0.0012 eV
  rms Im of single samples: 0.72 eV
  no phase:   Re 0.9822 +- 0.0043 eV
              Im -0.0001 +- 0.0032 eV
  change in Re: -1.1383 +- 0.0049 eV
Jastrow strength b = 0.2, samples 149609
  with phase: Re 2.2509 +- 0.0139 eV
              Im -0.0026 +- 0.0018 eV
  rms Im of single samples: 0.69 eV
  no phase:   Re 1.0650 +- 0.0071 eV
              Im 0.0055 +- 0.0054 eV
  change in Re: -1.1859 +- 0.0080 eV
```
